# Chamber pump-down with constant pumping speed and steady gas load

## Problem

A magnetron sputtering chamber has been under vacuum for 10 h and has just finished a deposition in argon. At \(t=0\) the argon supply is shut off while the pump keeps running. The following round values are roughly typical of a small unbaked system:

- chamber volume \(V=60\) L;
- pumping speed \(S=200\) L/s;
- remaining gas load \(Q=2.0\times10^{-5}\) Torr L/s;
- starting pressure \(p_0=3.0\times10^{-3}\) Torr;
- gas temperature \(T=300\) K.

The pumping speed is the volume of gas, measured at chamber pressure, that leaves through the pump port per unit time. It is taken at the chamber, so losses in the valve and duct are already included. The gas load is the gas entering per unit time from walls and leaks, expressed as pressure times volume. Any back-flow from the pump is counted in \(Q\). Both \(S\) and \(Q\) are taken as constant.

(a) How does the pressure depend on time, and what sets its time scale and its lowest value?

(b) When does the pressure reach \(p_1=1.2\times10^{-7}\) Torr?

(c) How do the answers change if \(S\) or \(V\) is doubled, or \(Q\) is halved?

(d) How far can the constant-\(S\), constant-\(Q\) model be trusted here?

## First estimate by scaling

From \(V\), \(S\) and \(Q\) one can form one time and one pressure:

\[
\frac{V}{S}=\frac{60\ \text{L}}{200\ \text{L/s}}=0.30\ \text{s},
\qquad
\frac{Q}{S}=\frac{2.0\times10^{-5}\ \text{Torr L/s}}{200\ \text{L/s}}
=1.0\times10^{-7}\ \text{Torr}.
\]

The first is the time in which the pump takes in a volume equal to that of the chamber. The second is the pressure at which the pump removes gas as fast as the load supplies it.

While the pressure is far above \(Q/S\), the load hardly matters. The pump then removes a fraction \(S/V\) of the gas per unit time, whatever the amount present. A constant fractional rate means a fall by a factor \(e\) in each interval \(V/S\), so the estimated time to the target is

\[
t_{\rm est}=\frac{V}{S}\ln\frac{p_0}{p_1}
=0.30\ \text{s}\times\ln(25\,000)=3.04\ \text{s}.
\]

The target is just 20% above \(Q/S\), however. The load cannot be negligible at the end, and the estimate must be too short. The full solution shows by how much.

## Exact solution of the model

### The gas balance

For an ideal gas at uniform pressure, the number of molecules in the chamber is \(N=pV/(kT)\), where \(k\) is Boltzmann's constant. With \(T\) fixed, \(pV\) is therefore a measure of the amount of gas. This is why a gas flow can be given in Torr L/s.

During a short time \(dt\), the pump removes a volume \(S\,dt\) of gas at pressure \(p\), which is an amount \(Sp\,dt\). The load adds \(Q\,dt\). Since \(V\) is fixed, the amount in the chamber changes by \(V\,dp\), and

\[
V\frac{dp}{dt}=Q-Sp .
\]

The signs express gain from the load and loss to the pump. In a steady state the left side vanishes, which gives the pressure floor

\[
p_f=\frac{Q}{S}.
\]

The volume is absent because a steady state requires equal flows in and out, regardless of how much gas is stored.

### Solving for the pressure

Let \(u=p-p_f\) be the excess above the floor. Since \(p_f\) is constant, \(du/dt=dp/dt\). Substituting \(Q=Sp_f\) into the balance gives

\[
V\frac{du}{dt}=Sp_f-Sp=-Su,
\qquad\text{or}\qquad
\frac{du}{dt}=-\frac{u}{\tau},
\qquad \tau=\frac{V}{S}.
\]

To solve this without dividing by \(u\), which could be zero, consider the product \(u\,e^{t/\tau}\):

\[
\frac{d}{dt}\left(u\,e^{t/\tau}\right)
=\left(\frac{du}{dt}+\frac{u}{\tau}\right)e^{t/\tau}=0 .
\]

The product keeps its initial value \(u(0)=p_0-p_f\). Hence \(u=(p_0-p_f)e^{-t/\tau}\), and

\[
\boxed{\,p(t)=\frac{Q}{S}+\left(p_0-\frac{Q}{S}\right)e^{-St/V}\,}
\]

This answers (a). The time constant is \(V/S\) and the floor is \(Q/S\). At \(t=0\) the formula returns \(p_0\), and at long times it tends to \(Q/S\). If the chamber starts below the floor, the bracket is negative and the pressure rises towards the floor with the same time constant.

For the present chamber the formula gives

| Time (s) | Pressure (Torr) |
|---:|---:|
| 0.3 | \(1.10\times10^{-3}\) |
| 1.0 | \(1.07\times10^{-4}\) |
| 2.0 | \(3.92\times10^{-6}\) |
| 3.0 | \(2.36\times10^{-7}\) |
| 4.0 | \(1.05\times10^{-7}\) |

From 1 s to 2 s the pressure falls by a factor of 27. From 3 s to 4 s it falls by a factor of 2.3, although the pump speed is the same. The excess still falls by \(e^{1/0.3}=28\) in each second, but by 3 s a large part of the pressure is the constant floor.

### The limit of a closed pump valve

If the valve to the pump is shut, \(S\to0\), and both \(Q/S\) and \(V/S\) diverge. The pressure itself stays finite. For small \(St/V\), \(e^{-St/V}\approx1-St/V\), so

\[
p(t)=p_0e^{-St/V}+\frac{Q}{S}\left(1-e^{-St/V}\right)
\;\longrightarrow\; p_0+\frac{Q}{V}t .
\]

The pressure now rises linearly, here at \(Q/V=3.3\times10^{-7}\) Torr/s. Measuring this slope gives \(Q\) if \(V\) is known, the gas temperature is steady (with argon at \(p_0\) in the chamber, a drift of 0.03 K/s would produce the same slope), the load does not change as the pressure rises, and back-flow from the pump, which the closed valve shuts out, was a negligible part of \(Q\).

### Time to the target

Set \(p(t_1)=p_1\) and subtract the floor from both sides:

\[
p_1-p_f=(p_0-p_f)e^{-t_1/\tau}.
\]

For \(p_0>p_1>p_f\) both differences are positive. Dividing by \(p_1-p_f\), multiplying by \(e^{t_1/\tau}\) and taking the logarithm gives

\[
t_1=\frac{V}{S}\ln\frac{p_0-p_f}{p_1-p_f}.
\]

With the numbers of the problem,

\[
t_1=0.30\ \text{s}\times
\ln\frac{3.0\times10^{-3}-1.0\times10^{-7}}
{1.2\times10^{-7}-1.0\times10^{-7}}
=0.30\ \text{s}\times\ln(1.5\times10^{5})
=3.58\ \text{s}.
\]

This answers (b). Direct numerical integration of the gas balance gives the same time, 3.5755 s, to the digits printed. In this model, a chamber starting above \(p_f\) does not reach \(p_f\) in any finite time, because the exponential never vanishes.

## Comparison of estimate and solution

The estimate is 0.54 s too short, or 15% of the exact model time. The difference follows from the two logarithms:

\[
\begin{aligned}
t_1-t_{\rm est}
&=\tau\left[\ln\frac{p_0(1-p_f/p_0)}{p_1(1-p_f/p_1)}
-\ln\frac{p_0}{p_1}\right]\\
&=\tau\left[\ln\left(1-\frac{p_f}{p_0}\right)
-\ln\left(1-\frac{p_f}{p_1}\right)\right].
\end{aligned}
\]

Here \(p_f/p_0=3.3\times10^{-5}\), so the first logarithm is negligible. In the second, \(p_f/p_1=5/6\), which leaves \(\tau\ln6=0.54\) s.

The same expression shows when the estimate is good. If \(p_f\ll p_1\ll p_0\), then \(-\ln(1-p_f/p_1)\approx p_f/p_1\), and the missing time is about \(\tau p_f/p_1\). For a target ten times the floor, it is roughly a tenth of a time constant. As \(p_1\) approaches \(p_f\) from above, the missing time grows without limit.

A target so close to the floor is also sensitive to the load. With \(S\) fixed, a 10% increase of \(Q\) raises the floor to \(1.1\times10^{-7}\) Torr and halves the final excess \(p_1-p_f\). This costs a further \(\tau\ln2=0.21\) s. A 20% increase puts the floor at the target, which is then never reached.

### Changing the chamber or the pump

For (c), one quantity is changed at a time, while \(p_0\), \(p_1\) and the other two parameters are held fixed.

- **Doubling \(S\)** halves both \(\tau\) and \(p_f\). The time falls to 1.60 s, less than half the original, because the target is now farther above the floor.
- **Doubling \(V\)** doubles \(\tau\) and leaves \(p_f\) unchanged. The time doubles to 7.15 s. A larger real chamber would usually also have more wall area and hence a larger \(Q\), which this comparison excludes.
- **Halving \(Q\)** halves \(p_f\) and leaves \(\tau\) unchanged. The time falls to 3.20 s. The final excess rises from \(2\times10^{-8}\) to \(7\times10^{-8}\) Torr, so the saving is \(\tau\ln3.5=0.38\) s.

For a target far above the floor, reducing \(Q\) would save little time. For a target below the present floor, the ratio \(Q/S\) must be reduced; a smaller volume would not help unless it also reduced the load.

## Why the pumping speed can be constant

Suppose the gas is so thin that molecules reach the port without colliding with one another, and that every molecule entering an effective area \(A\) is removed. Let \(n\) be the number density and \(\bar v\) the mean molecular speed. Molecules moving at an angle \(\theta\) to the normal of the port approach it with normal velocity \(v\cos\theta\). Averaging over all directions, with only the hemisphere towards the port contributing, gives the flux

\[
\frac{n\bar v}{4\pi}\int_0^{2\pi}d\phi
\int_0^{\pi/2}\cos\theta\,\sin\theta\,d\theta
=\frac{n\bar v}{4\pi}\,(2\pi)\,\frac12
=\frac{n\bar v}{4}.
\]

The number removed per unit time is \(An\bar v/4\). Dividing by \(n\) converts it to a volume per unit time:

\[
S=\frac{A\bar v}{4}.
\]

The density has cancelled, so \(S\) does not depend on pressure in this regime. For argon at 300 K, \(\bar v=\sqrt{8kT/(\pi m)}=399\) m/s, with \(m\) the atomic mass. A speed of 200 L/s then corresponds to \(A=20\) cm².

This picture also gives \(V/S\) a molecular meaning. Without a load, the fraction of molecules still present is \(e^{-t/\tau}\), so their mean lifetime is \(\int_0^\infty e^{-t/\tau}dt=\tau\). As a test, 10 000 collisionless argon atoms were followed in a 60 L cube with diffusely re-emitting walls and an absorbing port of 20 cm². Their mean lifetime was \(0.293\pm0.003\) s, where the uncertainty is one standard error, against \(V/S=0.300\) s. The fraction surviving at \(t=V/S\) was 0.360, against \(1/e=0.368\). The lifetime is 2.2% below the uniform-gas value, or a little over two standard errors. The geometry explains little of this. An atom strikes the walls about 460 times before it finds the port, and solving for the mean capture time of this model by quadrature over the walls gives 0.299 s, only 0.3% below \(V/S\). The rest of the difference, about two standard errors, is sampling noise.

## How far the model holds for a real chamber

Part (d) concerns the assumptions of uniform pressure, constant \(S\) and constant \(Q\).

**Uniform pressure.** For an assumed atomic diameter of 0.36 nm, the argon mean free path at \(p_0\) is 1.8 cm, much less than the 39 cm side of a cubic chamber. Pressure differences then drive a bulk flow and travel at the speed of sound, roughly 0.3 km/s, which crosses the chamber in about 1 ms. Individual atoms spread more slowly, by diffusion with a coefficient \(D\approx\lambda\bar v/3\), where \(\lambda\) is the mean free path and \(\bar v\) the mean speed. If some of the atoms in a closed cube of side \(L\) were marked, the slowest variation of their concentration would have the form \(\cos(\pi x/L)\) and decay in a time \(L^2/(\pi^2D)\), about 6.5 ms with this rough value of \(D\). The Chapman–Enskog self-diffusion coefficient is about twice this \(D\), which would halve that time. Both times are far below \(\tau=300\) ms, so a uniform pressure is reasonable in an open chamber. It need not hold for a side volume \(v\) that is joined to the chamber through a small conductance \(C\), as behind shields or in a narrow port. Such a volume empties in a time \(v/C\), and if this exceeds \(\tau\) it can set the waiting time: 1 L behind 1 L/s moves the time to target from 3.6 s to 7.4 s.

**Speed at the start.** The initial mean free path is also shorter than the port width of about 4.5 cm, so the collisionless formula for \(S\) is not justified at \(p_0\). Since \(\lambda\propto1/p\), the path reaches the chamber size near \(1.4\times10^{-4}\) Torr, after about 0.9 s. The pump itself may also be slower at first. As an illustrative case, let the speed be \(S/(1+p/p_h)\) with \(p_h=3\times10^{-3}\) Torr, so that it starts at half its full value. The time to target becomes 3.88 s. Where the load is negligible, the balance gives

\[
dt=-\tau\left(\frac1p+\frac1{p_h}\right)dp .
\]

The added term contributes \(\tau(p_0-p_1)/p_h\approx\tau\), which accounts for the extra 0.30 s. The delay grows as \(1/p_h\): for \(p_h=1\times10^{-3}\) Torr it is 0.90 s, and the time to target is 4.48 s.

**Argon left in the supply line.** If the argon flow dies away exponentially with an assumed time of 0.1 s instead of stopping at once, the target is reached at 3.70 s, a delay of 0.12 s. The delay is small only because the assumed time is well below \(\tau\). A longer one replaces \(\tau\) as the decay time: 0.5 s gives 6.4 s. This matters in practice. In molecular flow, a tube of length \(\ell\) and bore \(d\) that is closed at the valve empties in about \(4\ell^2/(\pi^2D)\) with \(D=d\bar v/3\). For a 4.6 mm bore this is 0.17 s at 0.5 m and 0.67 s at 1 m, and the 1 m tube raises the time to target to about 5.5 s.

**Different gases.** The initial gas is argon, but the remaining load in an unbaked chamber may be mainly water vapour. If the port limits the speed, \(S\propto\bar v\propto1/\sqrt m\), and water is pumped at 298 L/s. The floor belongs to water and becomes \(6.7\times10^{-8}\) Torr, while the decay time still belongs to argon. The time to target falls to 3.28 s. If the pump rather than the port limits the speed, this mass ratio need not apply.

With the first values assumed above (\(p_h=3\times10^{-3}\) Torr, a line time of 0.1 s, a water load), these separate changes move the answer by up to about 0.3 s, or 8% of 3.58 s. For the stated inputs, "roughly three to four seconds" is thus a fairer reading than three significant digits, provided the shut-off valve sits close to the chamber, no poorly vented side volume is present, and the pump keeps at least half its speed at \(p_0\). Otherwise the time can be several seconds longer. An error in \(Q\) can matter more, as the 20% example showed.

**A changing load.** In real chambers \(Q\) does not stay constant over long times. As a rough rule, outgassing from unbaked metal walls falls inversely with the time under vacuum. If all of \(Q\) follows this rule, it changes by just 0.01% during the 3.58 s after shut-off. After another 10 h, however, it has halved, and the floor is \(5.0\times10^{-8}\) Torr. A leak would not decline in this way.

The formula must therefore not be applied with these fixed values to a chamber freshly vented to air. Starting from 760 Torr, it would give

\[
0.30\ \text{s}\times\ln\frac{760}{2\times10^{-8}}\approx7.3\ \text{s}.
\]

A high-vacuum pump does not keep its full speed at atmospheric pressure, and the walls begin with a much larger load. The inverse-time rule alone places the floor above \(1.2\times10^{-7}\) Torr until the chamber has been pumped for \(10\ \text{h}/1.2=8.3\) h. On that scale the pressure follows the slowly falling ratio \(Q(t)/S\), and the time constant \(V/S\) no longer sets the waiting time. The short stage after argon shut-off is different: the walls have already been pumped for hours, and under the inverse-time rule \(Q\) has almost no time to change. That rule leaves out the deposition itself, however. The plasma heats the walls and releases gas from them, and a fresh film of a reactive metal can take gas up, so \(Q\) may differ from its value before the deposition and may still be drifting. The value that matters here is the load during the last few time constants before the target is reached, roughly the last second. If the load is still drifting, its value at shut-off can give a wrong time. As long as the load stays 20% or more above the assumed value, the target is not reached.

The main computed values are collected in the numerical output below.

## Values computed for the example and the checks

```
chamber volume V = 60 L
pumping speed S = 200 L/s
gas load Q = 2.0e-05 Torr L/s
starting pressure p0 = 3.0e-03 Torr
target pressure = 1.2e-07 Torr
gas temperature = 300 K
argon flow before shut-off = 43.1 sccm
time constant V/S = 0.300 s
pressure floor Q/S = 1.00e-07 Torr
pressure floor Q/S = 1.33e-05 Pa
pressure at 0.3 s = 1.104e-03 Torr
pressure at 1.0 s = 1.071e-04 Torr
pressure at 2.0 s = 3.918e-06 Torr
pressure at 3.0 s = 2.362e-07 Torr
pressure at 4.0 s = 1.049e-07 Torr
log argument for target = 1.5000e+05
time to target, formula = 3.5755 s
time to target, integration = 3.5755 s
time to target if Q is ignored = 3.0380 s
S doubled: V/S = 0.150 s, Q/S = 5.00e-08 Torr, time to target = 1.600 s
V doubled: V/S = 0.600 s, Q/S = 1.00e-07 Torr, time to target = 7.151 s
Q halved: V/S = 0.300 s, Q/S = 5.00e-08 Torr, time to target = 3.200 s
pressure rise with pump valve shut = 3.33e-07 Torr/s
stroke pump, extrapolated, at 3.0 s = 2.36195e-07 Torr
formula at 3.0 s = 2.36195e-07 Torr
argon mean speed = 398.7 m/s
effective capture area = 20.06 cm2
side of cubic chamber = 39.1 cm
number of molecules followed = 10000
mean molecular lifetime = 0.2934 s
standard error of lifetime = 0.0029 s
fraction surviving at V/S = 0.3601
1/e = 0.3679
slower pump at start: time to target = 3.876 s
assumed argon line lag = 0.1 s
with line lag: time to target = 3.697 s
water pumping speed, port-limited = 298 L/s
floor if load is water = 6.72e-08 Torr
water load: time to target = 3.284 s
load drift during pump-down = 0.0099 %
floor after another 10 h = 5.00e-08 Torr
assumed argon diameter = 0.36 nm
argon mean free path at p0 = 1.80 cm
diffusive mixing time at p0 = 6.5 ms
```
